Critical Mismatch and Soliton Formation in a Monolayer on an Oxide

**1. What scaling fixes**

A layer locked to an oxide is strained, because its natural lattice spacing differs from the spacing the oxide imposes. It can relieve the strain by slipping by one period of the oxide potential across a narrow region, called a wall or soliton. Each wall costs energy, since the cells inside it sit away from their potential wells. The critical mismatch is reached when relief and cost balance.

Consider one row of cells joined by springs of constant K. Let s be the locked spacing, W the barrier of the oxide potential per cell, p its slip period, and s(1 + δ) the natural spacing. In a wall N cells wide, each spring changes length by about p/N. The spring energy is then of order Kp²/N and the potential energy of order WN. They balance at N ~ p√(K/W), which gives a wall energy of order p√(KW). The locked springs carry a force of magnitude Ks|δ|, so a slip p releases Ksp|δ|. Equating the two gives

δc = C √(W/(Ks²)).  (1)

The slip period has cancelled. The number C depends on the shape of the potential, and finding it requires the wall profile.

**2. The chain and its continuum limit**

Write the position of cell n as x_n = ns + u_n, where u_n is its slip from the locked position. The oxide is rigid, the springs are harmonic and the temperature is zero. The potential is

V(u) = W sin²(πu/p),  (2)

with s a whole multiple of p, so that V(ns + u) = V(u). The energy is

E = Σ [ (K/2)(u_{n+1} − u_n − sδ)² + V(u_n) ].  (3)

If u changes little from one cell to the next, the difference becomes the derivative u′ = du/dn and the sum an integral:

E = ∫ dn [ (K/2)(u′ − sδ)² + V(u) ].  (4)

The variable n counts cells, so K has its ordinary meaning as a spring constant. No unit-dependent constant appears, and the equations hold unchanged in atomic units.

The locked state u = 0 has energy density Ks²δ²/2. Expanding the square in (4) and subtracting this density gives

ΔE = ∫ dn [ (K/2)u′² + V(u) ] − Ksδ ∫ u′ dn.  (5)

The last integral is the total slip. Take a long row whose two ends lie in wells of V, so that the total slip is Mp with M an integer. Then

ΔE = ∫ dn [ (K/2)u′² + V(u) ] − KspδM.  (6)

The mismatch acts on the number of walls and leaves the energy of a given profile otherwise unchanged. Free ends are treated in section 5.

**3. The threshold**

The square of √(K/2)|u′| − √V cannot be negative. Multiplying it out gives

(K/2)u′² + V ≥ √(2KV) |u′|.  (7)

Integrate over n. Since |u′|dn = |du|, the right side becomes an integral over the slip, and a path from 0 to Mp must cross at least |M| periods. Hence

∫ dn [ (K/2)u′² + V ] ≥ |M| ε0, with ε0 = ∫₀^p √(2KV) du.  (8)

The drive term in (6) is no lower than −Ksp|δ||M|. Therefore

ΔE ≥ |M| (ε0 − Ksp|δ|).  (9)

If the bracket is positive, every profile with net slip costs energy. Profiles with M = 0 cannot go below zero either, because the integrand in (6) is nonnegative. The locked state is then the ground state of the continuum model.

The bound is useful as a threshold because one wall attains it. Equality in (7) requires

u′ = √(2V/K) = √(2W/K) sin(πu/p), for 0 < u < p.  (10)

Define the wall half-width, counted in cells, as

ℓ = (p/π) √(K/(2W)).  (11)

Then √(2W/K) = p/(πℓ). With φ = πu/p, equation (10) becomes φ′ = (sin φ)/ℓ. Since ∫dφ/sin φ = ln tan(φ/2), a wall centred at n = 0 is

u = (2p/π) arctan exp(n/ℓ).  (12)

It rises from 0 to p, which suits δ > 0. For δ < 0 its mirror image, with u falling by p, has the same cost and releases the same energy.

The wall energy follows from (8) with ∫₀^p sin(πu/p) du = 2p/π:

ε0 = √(2KW) (2p/π) = 4Wℓ.  (13)

The second form uses √(2KW) p/π = 2Wℓ, which is (11) rearranged. Setting ε0 = Kspδc gives

δc = (2√2/π) √(W/(Ks²)).  (14)

The constant in (1) is thus C = 2√2/π ≈ 0.90. Equation (11) also gives K = 2π²ℓ²W/p². Inserting this in δc = 4Wℓ/(Ksp) yields the geometric form

δc = 2p/(π²ℓs).  (15)

For |δ| < δc the locked state is lowest. For |δ| > δc a single wall already lowers the energy. At equality, in an infinite row, the locked state and the state with one wall tie.

For another potential with one well per period, (8) still gives the wall energy, and

δc = (1/(Ksp)) ∫₀^p √(2KV) du.  (16)

The whole barrier profile enters, not its height alone.

**4. The state above threshold**

Once one wall is favourable, more enter until their repulsion stops them. For fixed total slip, a stationary profile obeys Ku″ = dV/du. Multiplying by u′ and integrating once gives

(K/2)u′² = V(u) + Wc, c ≥ 0,  (17)

where c is a constant and c = 0 is the isolated wall. In terms of φ this reads φ′ = √(c + sin²φ)/ℓ. Put k² = 1/(1 + c), so that c + sin²φ = (1 − k²cos²φ)/k². The number of cells per wall is

L = ∫₀^π dφ/φ′ = 2ℓk 𝒦(k),  (18)

where 𝒦 and ℰ are the complete elliptic integrals of the first and second kind with modulus k.

Let e(L) be the energy of one period without the drive. By (17), V = Ku′²/2 − Wc, so

e(L) = ∫₀^p Ku′ du − WcL.  (19)

With u = pφ/π and Kp²/π² = 2Wℓ², the first term is

2Wℓ ∫₀^π √(c + sin²φ) dφ = 4Wℓ ℰ(k)/k.  (20)

To find de/dL, differentiate (17) with respect to c at fixed u, which gives K ∂u′/∂c = W/u′. The first term of (19) therefore changes at the rate ∫₀^p W du/u′ = WL. The second changes at −WL − Wc dL/dc. The terms WL cancel, leaving

de/dL = −Wc.  (21)

The slope is negative, so the walls repel. As L grows c falls, so the slope rises and e(L) is convex. At a fixed number of walls, equal spacing then gives the lowest energy.

The energy per cell relative to the locked state is [e(L) − Ksp|δ|]/L. Setting its derivative to zero gives

Ksp|δ| = e − L de/dL = 4Wℓ ℰ(k)/k,  (22)

where (19) to (21) have been used. Division by Kspδc = 4Wℓ yields

|δ|/δc = ℰ(k)/k.  (23)

Because e is convex, e − L de/dL decreases with L. The solution is therefore unique, and it is a minimum. Equations (18) and (23) give the wall spacing at any mismatch above threshold.

Close to threshold k approaches 1. With q² = 1 − k², the leading expansions are 𝒦 ≈ ln(4/q), ℰ ≈ 1 + (q²/2)[ln(4/q) − 1/2] and 1/k ≈ 1 + q²/2. The first gives L ≈ 2ℓ ln(4/q), or q² ≈ 16 exp(−L/ℓ). The product of the other two gives

|δ|/δc − 1 ≈ (q²/2)[ln(4/q) + 1/2] = 4(1 + L/ℓ) exp(−L/ℓ).  (24)

The spacing diverges logarithmically as |δ| falls to δc. The wall density 1/L rises continuously from zero, but steeply.

In the opposite limit k tends to 0 and both elliptic integrals tend to π/2. Then L ≈ πℓk and |δ|/δc ≈ π/(2k). Eliminating k and using (15),

L ≈ π²ℓδc/(2|δ|) = p/(s|δ|).  (25)

For δc ≪ |δ| ≪ 1 the distance between walls is then sL = p/|δ|, which is the spacing for a layer that keeps its natural length. The walls have merged into a nearly uniform drift out of registry.

A discrete chain with ℓ = 7.98 tests the law. Its energies were summed from (3), and the mismatch was found at which spacings L and L + 1 have equal energy per cell. For (L + ½)/ℓ = 2.07, 3.07 and 5.08 the chain gives |δ|/δc = 2.4013, 1.6515 and 1.1419. Equation (23) gives 2.3991, 1.6508 and 1.1419.

**5. Why the locked layer can outlive its threshold**

Equation (14) says when walls are favourable. It does not say that they can get in. In a row without defects they enter at the ends, and this has a threshold of its own.

At a free end the last spring carries no force in the continuum limit, so u′ = sδ there. If the interior is locked, the profile near the end obeys (17) with c = 0, and

|u′| = (p/(πℓ)) |sin(πu/p)| ≤ p/(πℓ).  (26)

Both conditions can hold only if s|δ| ≤ p/(πℓ). The locked row therefore disappears as an equilibrium at

δs = p/(πℓs) = (π/2) δc,  (27)

where the last form uses (15).

Between δc and δs a barrier protects the locked state. Take δ > 0 and hold the end at slip u = pφ/π. By (7) the least cost is ∫₀^u √(2KV) du = 2Wℓ(1 − cos φ). The energy released is Ksδu = 2Wℓφδ/δs, because Kspδs = (π/2)4Wℓ = 2πWℓ. The end energy is

G(φ) = 2Wℓ [1 − cos φ − φδ/δs].  (28)

It is stationary where sin φ = δ/δs. The root φ₁ < π/2 is a minimum and π − φ₁ is a maximum. Their difference is the entry barrier per row:

B = 2Wℓ [2cos φ₁ − (π − 2φ₁) sin φ₁].  (29)

At δ = 0 this is 4Wℓ, the full wall energy. At δs, where φ₁ = π/2, it vanishes.

The limit was tested by following the overdamped motion of a free-ended chain of 121 cells with ℓ = 3.99, started in the locked state. At δ = 0.96δs the end came to rest after slipping 0.37 periods relative to the middle. At 1.04δs it had slipped 2.38 periods when the run was stopped and was still moving, so walls had entered.

**6. The correction from discrete cells**

Expanding about the middle of a bond gives u_{n+1} − u_n ≈ u′ + u‴/24. Its square is u′² + u′u‴/12 to leading order. Integrating the second term by parts turns it into −u″²/12, so the wall energy changes by

Δε = −(K/24) ∫ u″² dn.  (30)

The adjustment of the profile itself does not contribute at this order, because (12) makes the continuum energy stationary. From (12), u′ = (p/(πℓ)) sech(n/ℓ), and hence u″ = −(p/(πℓ²)) sech(n/ℓ) tanh(n/ℓ). Since ∫sech²t tanh²t dt = 2/3 over the whole line,

Δε = −(1/24)(2Wℓ²)(2/3)/ℓ³ = −W/(18ℓ).  (31)

Relative to 4Wℓ this is −1/(72ℓ²), and δc falls by the same fraction. The relaxed chain with ℓ = 7.98 has a threshold 0.999782 times the continuum value. Multiplying the deficit by 72ℓ² gives 0.999, where (31) predicts 1. The continuum result is thus good for walls several cells wide. The expansion assumes that the slip varies slowly from cell to cell, so neither (14) nor (31) should be relied on when ℓ is below about one cell.

**7. From a row to a sheet**

Let the sheet be elastically isotropic, with two-dimensional stiffnesses C11 and C12 and cell area A. Consider a straight wall that runs along y, with its slip along x. If the mismatch is δ in both directions and the layer stays locked along y, the strains measured from the natural layer are

ε_x = u′/s − δ, ε_y = −δ.  (32)

The elastic energy per cell is A[C11(ε_x² + ε_y²)/2 + C12 ε_x ε_y]. Its quadratic term in u′ is AC11u′²/(2s²), so the spring constant of the row is fixed by

Ks² = C11 A.  (33)

The linear term is −A(C11 + C12)δu′/s = −Ksδ(1 + C12/C11)u′. Compared with (5), the drive has grown by the factor 1 + C12/C11. The threshold becomes

δc(biaxial) = δc/(1 + C12/C11).  (34)

A free edge along y has zero normal stress, so C11ε_x + C12ε_y = 0 and u′ = sδ(1 + C12/C11). The limit δs is divided by the same factor. Equation (34) describes one family of walls, and it assumes a potential that is mirror-symmetric about the slip line, so that the slip follows a straight path. For such a potential another wall direction or a network might become favourable earlier, so for the sheet it is an upper estimate. An interface with only three-fold symmetry, such as MoS₂ on sapphire, need not have that mirror. The path then bends and the constant changes. In a hexagonal potential −Σcos(G·r + χ) over the three shortest G, with C12/C11 = 0.23 and W taken as the saddle barrier, C rises from 0.90 at χ = 0 to 0.99 at χ = 30° and 1.09 at χ = 45°. Energies summed over a relaxed discrete wall with C12/C11 = 0.3 give a ratio of 0.7691 to the uniaxial continuum threshold, against 1/1.3 = 0.7692.

**8. Numbers in the regime of MoS₂ on sapphire**

Take lattice constants of 0.316 nm for the layer and 0.476 nm for the oxide surface, with C11 = 130 N/m and C12 = 30 N/m. These are rough typical values for monolayer MoS₂ on c-plane sapphire. Three layer cells nearly span two oxide cells when the axes are aligned. The locked spacing is s = 2(0.476 nm)/3 = 0.3173 nm, and the mismatch is

δ = 3(0.316)/(2(0.476)) − 1 = −0.42 %.

The locked layer is stretched, and its walls are denser than the regions between them. Registry is restored by a shift of one oxide period or of one locked layer spacing. It is therefore also restored by their difference, 0.1587 nm, which is the slip period p. Here V is an effective potential averaged over the three-cell repeat, which requires walls much wider than three cells. Its barrier is set to the round value W = 1 meV per cell, not a measured one.

The cell area is 0.0872 nm², so (33) gives Ks² = 70.8 eV. Then

δc = 0.900 √(0.001/70.8) = 0.34 %.

With p/s = 1/2, equation (11) gives ℓ = (1/(2π))√(70.8/0.002) = 29.9 cells, or 9.5 nm. The averaging and the continuum limit are both justified. The wall energy is 4(0.001 eV)(29.9) = 0.120 eV per row, or 0.0044 hartree.

For mismatch along one direction, |δ|/δc = 1.24. The ground state has walls about 42 nm apart, against about 38 nm without the oxide potential. A mismatch only 24 % above threshold thus already brings the spacing within about 11 % of its free value, as the steep rise in (24) suggests. Yet δs = 0.53 % exceeds |δ|, so at zero temperature a locked row could persist as a metastable state. By (29) the entry barrier is only 0.011 eV per row, less than the thermal energy of 0.026 eV at 300 K, so a single row would not stay locked for long at room temperature. In a sheet neighbouring rows are coupled, and the barrier for entry is not computed here. With equal mismatch in both directions the limits fall to δc = 0.27 % and δs = 0.43 %. The second is so near |δ| that the inputs cannot decide whether the locked layer survives even at zero temperature.

Solving (14) for the barrier that makes δc equal to |δ| gives

W = Ks²π²δ²/8 = 1.54 meV.  (35)

For biaxial mismatch this is multiplied by (1 + 0.231)², giving 2.33 meV per cell. Within this model, and for the straight walls considered, a smaller barrier cannot make the locked layer the ground state.

**9. What the model leaves out**

Thermal motion smooths the potential. For Gaussian motion with mean square slip ⟨u²⟩ along x, averaging the cosine in (2) gives

W_T = W exp[−(1/2)(2π/p)²⟨u²⟩].  (36)

Classical equipartition over the in-plane modes of the pinned sheet, with W_T determined self-consistently, gives root-mean-square slips of 0.006 nm at 300 K and 0.012 nm at 1100 K. The barrier drops to 0.97 and 0.89 meV, and the uniaxial δc to 0.333 % and 0.319 %. These values use continuum modes cut off on a circle holding one state per cell, and their last digits depend on that choice. Modes of a triangular lattice with the same stiffnesses give 0.007 and 0.013 nm, a barrier of 0.88 meV at 1100 K and δc = 0.317 % there. This estimate omits the wandering of walls. It also omits smearing by motion along y, which in a hexagonal potential raises the exponent in (36) by a third. The estimate applies to a sheet, where a wall's energy grows with its length. A single long row at nonzero temperature contains thermally excited walls at any mismatch, so its transition is not sharp.

Three other effects can be sized:

- If the thermal expansion coefficients differ by a rough 10⁻⁶ per kelvin, the mismatch changes by 0.08 percentage points between 300 K and 1100 K.
- The oxide yields a little. The peak shear traction is πW/(pA) = 36 MPa. If it varies sinusoidally with wavelength 2πℓs, the surface of an elastic half-space with a rough modulus of 400 GPa and a Poisson ratio of 0.25 moves by about 1 % of p.
- Adding Wr sin²(2πu/p) to the potential, with |r| ≤ 1/4, leaves the barrier unchanged. By (16), r = 0.1 raises δc by 6 % and r = −0.1 lowers it by 7 %.

In a real MoS₂ layer on sapphire the mismatch acts in both directions, which by (34) lowers the uniaxial threshold by 19 %. Surface steps, grain boundaries and small islands also break the assumption of a long, uniform row; their effect is not estimated here. Two inputs matter more than the effects sized above. The barrier is uncertain, and δc varies as its square root, so a barrier four times smaller halves the threshold. An error of 0.001 nm in the layer constant shifts δ by 0.32 percentage points, nearly as much as δc itself. These numbers therefore cannot settle whether the real interface is commensurate. That would require the lattice constants at the temperature of interest to well below 0.001 nm, and a barrier computed or measured for the aligned three-to-two registry. The remaining intermediate values are in the numerical output.

Numbers as computed

```
test chain: discrete/continuum threshold = 0.999782
test chain: lattice correction x 72 ell^2 = 0.999
test chain: biaxial/uniaxial, C12/C11=0.3 = 0.7691
lowest random slip cost / (4 W ell) = 1.0016
L/ell = 2.069: delta/delta_c chain 2.4013, law 2.3991
L/ell = 3.072: delta/delta_c chain 1.6515, law 1.6508
L/ell = 5.078: delta/delta_c chain 1.1419, law 1.1419
end slip at 0.96 delta_s = 0.369 periods
end slip at 1.04 delta_s = 2.378 periods
layer lattice constant = 0.316 nm
oxide lattice constant = 0.476 nm
C11 = 130 N/m
C12 = 30 N/m
barrier W = 1.00 meV per cell
locked spacing s = 0.3173 nm
slip period p = 0.1587 nm
cell area = 0.08721 nm^2
K s^2 = 70.76 eV
actual mismatch delta = -0.420 %
wall half-width ell = 29.94 cells
wall half-width ell s = 9.50 nm
wall energy per row = 0.1197 eV
wall energy per row = 0.00440 hartree
critical mismatch delta_c = 0.3385 %
delta_c from discrete chain = 0.3384 %
edge-entry limit delta_s = 0.5316 %
|delta|/delta_c = 1.241
wall spacing at this mismatch = 41.8 nm
wall spacing without oxide potential = 37.8 nm
barrier needed to hold, uniaxial = 1.54 meV
barrier needed to hold, biaxial = 2.33 meV
C12/C11 = 0.231
biaxial delta_c = 0.2750 %
biaxial delta_s = 0.4320 %
rms in-plane motion, 300 K = 0.00634 nm
rms in-plane motion, 1100 K = 0.01220 nm
smeared barrier, 300 K = 0.969 meV
smeared barrier, 1100 K = 0.890 meV
uniaxial delta_c, 300 K = 0.3332 %
uniaxial delta_c, 1100 K = 0.3193 %
assumed expansion difference = 1.0e-06 1/K
mismatch change 300 to 1100 K = 0.080 %
oxide Young modulus = 400 GPa
oxide Poisson ratio = 0.25
peak shear traction = 36.4 MPa
oxide yielding / slip period = 1.02 %
delta_c factor, second harmonic +0.1 = 1.0631
delta_c factor, second harmonic -0.1 = 0.9286
mismatch shift per 0.001 nm in layer = 0.315 %
```
